\section*{Complex surface decay and oscillating hybridization gap in topological-insulator films, part 2}

A film occupies $-L/2<z<L/2$ between hard walls, where all components vanish. We ask at which thicknesses its hybridization gap closes. Pauli matrices $\tau_i$ act on two orbitals and $\sigma_i$ on spin; $k=-i\,d/dz$, and $\mathbf k_\parallel=(k_x,k_y)$ is conserved. The Hamiltonian is
\begin{equation}
H=(-M+Bk^2+B_2k_\parallel^2)\tau_z+Ak\,\tau_x\sigma_z+A_2\tau_x(k_x\sigma_x+k_y\sigma_y),
\label{H4}
\end{equation}
with $A,B>0$ and $\tau_yH\tau_y=-H$. Energies are in eV and lengths in nm.

At $\Gamma$ ($\mathbf k_\parallel=0$) the spin-up block is $h=(-M+Bk^2)\tau_z+Ak\,\tau_x$; spin down has $A\to-A$ and the same spectrum. The parity $P=\tau_zR$, where $R$ reverses $z$, commutes with $h$. The even level $E_+(L)$ is the lowest positive one as $L\to0$, followed continuously by its place in the even spectrum. Its odd partner is $-E_+$, and the gap at $\Gamma$ is $2|E_+|$.

Let $\kappa=A/2B$ and $q^2=M/B-\kappa^2$.

\emph{Lemma 2.} The film has a zero-energy level at $\Gamma$ if and only if $M/B-\kappa^2=(n\pi/L)^2$ for some positive integer $n$. The proof puts $u=e^{s\kappa z}w$ in $Bu''-sAu'+Mu=0$, which leaves $w''+q^2w=0$. Here $u$ multiplies an eigenvector of $\tau_y$ with eigenvalue $s=\pm1$. Parity exchanges the two zero modes.

For $A^2<4MB$ the closings are at $L_n=n\pi/q$, where $E_+$ changes sign with slope
\begin{equation}
\left.\frac{dE_+}{dL}\right|_{L_n}=(-1)^n\,\frac{AM}{B\sinh\kappa L_n}.
\label{slope}
\end{equation}
To first order in the energy,
\begin{equation}
E_+\simeq E_1(L)=\frac{AM}{B}\,\frac{\sin qL}{q\sinh\kappa L-\kappa\sin qL}.
\label{E1}
\end{equation}

\emph{Proposition 1.} For $\kappa L\gg1$,
\begin{equation}
E_+\simeq\frac{2AM}{Bq}\,e^{-\kappa L}\sin qL,
\label{thick}
\end{equation}
and $E_+-E_1\simeq-E_1^2/2M$.

For $A^2<2MB$ the bulk band edge at $\mathbf k_\parallel=0$ lies away from $k=0$, with
\begin{align}
E_{\min}^2&=M^2-\frac{(2MB-A^2)^2}{4B^2}
=\frac{4MBA^2-A^4}{4B^2}\nonumber\\
&=A^2\left(\frac MB-\frac{A^2}{4B^2}\right)=A^2q^2 .
\label{edge}
\end{align}

\subsection{Proposition 2: in-plane motion}

\emph{Let $\varepsilon$ be a level of $h$ with $M$ replaced by $M-B_2k_\parallel^2$. The film levels are}
\begin{equation}
E=\pm\sqrt{\varepsilon^2+A_2^2k_\parallel^2}.
\label{inplane}
\end{equation}
\emph{For $A_2\ne0$ the film gap therefore closes only at $\Gamma$, at the thicknesses $L_n$.}

Proof. Write $H=\tilde h+G$ with $G=A_2\tau_x(k_x\sigma_x+k_y\sigma_y)$. The matrix $G$ anticommutes with $\tau_z$, through $\tau_x$, and with $\tau_x\sigma_z$, through the spin matrices; hence $\tilde hG=-G\tilde h$. Also $G^2=A_2^2k_\parallel^2$. Let $\tilde h\varphi=\varepsilon\varphi$ with $\varphi$ of definite spin. Then $G\varphi$ has the opposite spin, satisfies the wall conditions, and has $\tilde hG\varphi=-\varepsilon G\varphi$. Thus
\begin{equation}
H\varphi=\varepsilon\varphi+G\varphi,\qquad HG\varphi=A_2^2k_\parallel^2\varphi-\varepsilon G\varphi .
\end{equation}
The $2\times2$ matrix has zero trace and determinant $-\varepsilon^2-A_2^2k_\parallel^2$, which gives \eqref{inplane}. $\square$

The minimum of the gap need not lie at $\Gamma$ in general. First-order perturbation theory gives $d\varepsilon/d(k_\parallel^2)=B_2\langle\tau_z\rangle$, and $|\langle\tau_z\rangle|\le1$, so
\begin{equation}
\frac{dE^2}{d(k_\parallel^2)}\ge A_2^2-2|B_2\varepsilon| .
\end{equation}
Let $\varepsilon_0$ be the smallest $|\varepsilon|$ at $\Gamma$, and suppose $\varepsilon_0<A_2^2/2|B_2|$. A level with $|E|<\varepsilon_0$ at some $k_\parallel$ would also have $|\varepsilon|<\varepsilon_0$. Followed back to $\Gamma$, its $|E|$ would decrease all the way and end below $\varepsilon_0$, a contradiction. Under this condition the film gap is $2\varepsilon_0$.

\paragraph{Remark: what the sign means.} The operator $\tau_z\sigma_zR$ commutes with $H$ at every $\mathbf k_\parallel$ and splits the film into two blocks, exchanged by time reversal. Near a closing, the even spin-up and odd spin-down states lie in one block, with
\begin{equation}
H_{\rm eff}=\begin{pmatrix}m&A_2(k_x-ik_y)\\A_2(k_x+ik_y)&-m\end{pmatrix},\qquad m=E_+ .
\end{equation}
The unit vector along $(A_2k_x,A_2k_y,m)$ covers a hemisphere as $\mathbf k_\parallel$ varies. The Berry flux, half the solid angle, is $\pi\,\mathrm{sgn}\,m$ up to a common sign. Reversing $m$ changes it by $2\pi$, so the Chern number of the block changes by one. For $B_2>0$ this number is a well-defined integer, because the $\tau_z$ term dominates at large $k_\parallel$. For $L<L_1$, $M$ can be lowered to large negative values without meeting the condition of Lemma 2, so the number is zero. Successive closings reverse $m$ in opposite senses. The film is therefore topologically trivial after an even number of closings and a quantum spin Hall insulator after an odd number.

\subsection{Proposition 3: three broken assumptions}

\paragraph{Particle-hole asymmetry.} \emph{Add $Dk^2$ with $|D|<B$. An even and an odd level still meet, now at energy $DM/B$, when $q_DL=n\pi$, where}
\begin{equation}
q_D^2=\frac MB-\kappa_D^2>0,\qquad\kappa_D=\frac{A}{2\sqrt{B^2-D^2}} .
\label{qD}
\end{equation}
Proof. At $E=DM/B$ the equation factors as
\begin{equation}
\left(k^2-\frac MB\right)(D+B\tau_z)\psi+Ak\tau_x\psi=0 .
\end{equation}
Multiply by $(D+B\tau_z)^{-1}$ and let $Q=(D+B\tau_z)^{-1}\tau_x$. Its off-diagonal entries are $1/(D+B)$ and $1/(D-B)$, so $Q^2=-1/(B^2-D^2)$ and its eigenvalues are $\pm i/\sqrt{B^2-D^2}$. On each eigenvector,
\begin{equation}
u''\mp2\kappa_Du'+\frac MBu=0 ,
\end{equation}
and the substitution of Lemma 2 gives $q_DL=n\pi$. Parity reverses $Q$ and exchanges the two solutions, which combine into one even and one odd state. $\square$

\paragraph{Walls of finite mass.} Let $M$ become $-W$ outside the film, with $W>0$ and $A,B$ unchanged. Then $w''=p^2w$ outside, with $p^2=W/B+\kappa^2$. Since $p>\kappa$, $u$ is normalizable only if $w$ decays on both sides. Matching $w$ and $w'$ to $\cos qz$ or $\sin qz$ gives $q\tan(qL/2)=p$ or $-q\cot(qL/2)=p$. Both are contained in
\begin{equation}
qL=n\pi-2\arctan(q/p).
\label{soft}
\end{equation}
Every closing moves to smaller thickness by the same amount.

\paragraph{Perpendicular field.} A potential energy $eFz$ breaks both parity and the relation $\tau_yH\tau_y=-H$. The product $\tau_yP$, however, reverses the sign of $h$ and of $z$, hence of $h+eFz$, so the levels at $\Gamma$ still come in pairs $\pm E$. At $L_n$ the two zero modes have orthogonal $\tau_y$ eigenvectors, so the potential does not mix them. Their mean positions are $\pm\langle z\rangle$, and to first order they split at $\Gamma$ by $2eF|\langle z\rangle|$. This is a level separation at $\Gamma$, not the film gap in a field.

\subsection{Worked example}

Take $M=0.20$ eV, $B=0.20$ eV\,nm$^2$, $A=0.10$ eV\,nm, $A_2=0.35$ eV\,nm and $B_2=0.50$ eV\,nm$^2$. Complex decay requires $A<2\sqrt{MB}=0.40$ eV\,nm, which holds. Then
\begin{align}
\kappa&=\frac{0.10}{0.40}=0.25\ \mathrm{nm}^{-1},\qquad
q=\sqrt{1-0.0625}=0.968\ \mathrm{nm}^{-1},\\
L_1&=\pi/q=3.24\ \mathrm{nm}.
\end{align}
Further closings lie at 6.49, 9.73 and 12.98 nm. A diagonalization of the film, scanned from 1.5 to 15 nm, found these four zeros and no other sign change. The bulk edge \eqref{edge} is 97 meV. The signed energies are as follows.

\begin{center}
\begin{tabular}{cccc}
$L$ (nm)&$E_+$ (meV)&$E_1$ (meV)&gap (meV)\\
\hline
3&30.8&31.8&61.6\\
4&$-58.2$&$-51.2$&116.5\\
5&$-72.3$&$-55.1$&144.6\\
6&$-22.9$&$-21.0$&45.9\\
7&17.6&18.4&35.1\\
8&29.5&30.5&59.1\\
9&14.7&14.9&29.3\\
10&$-4.3$&$-4.3$&8.7
\end{tabular}
\end{center}

The gap is not monotonic: it rises from 35 to 59 meV between 7 and 8 nm. The first-order energy is 24\% too small in magnitude at 5 nm, relative to the diagonalized value, and 3\% too large at 8 nm. The coefficient $-1/2M=-2.50$ eV$^{-1}$ of Proposition 1 belongs to thick films. Diagonalization gives $-2.44$ eV$^{-1}$ at 27.6 nm, whereas the energies in the numerical output, which have one more digit than the table, give about $-1.0$ eV$^{-1}$ at 8 nm.

The bound for a minimum at $\Gamma$ is $A_2^2/2B_2=0.1225$ eV. All listed $|E_+|$ lie below it, so the gaps in the table are also film gaps.

\subsection{The model beside a real layered telluride}

These round parameters lie in the rough regime of antimony telluride, a crystalline constituent of some phase-change memory materials. Its layers are about 1 nm thick and its bulk gap is of order 0.2 eV. Parameters for motion across the layers depend appreciably on the electronic-structure calculation behind them, so the closing thicknesses are illustrations, not predictions, and the gap sizes even more so: raising $A$ to 0.20 eV\,nm moves the first closing only to 3.63 nm but halves the gap at 5 nm to 72 meV. The continuum model also does not fix the sign layer by layer, because it does not say where the walls stand relative to the outer layers. A nearest-neighbour lattice version with 1 nm layers has $E_+<0$ for 3 to 5 layers, against 4 to 6 nm in the table. The offset arises because the walls of $N$ sites stand $N+1$ spacings apart; with $L=(N+1)$ nm the signs agree from 2 to 13 layers. The coarse lattice, with $q$ times the spacing about 1, does change the sizes: $-5$ meV at 5 layers against $-23$ meV at 6 nm. The model does not describe the amorphous phase.

A rough asymmetry $D=-0.12$ eV\,nm$^2$ is not small beside $B$. It gives $\sqrt{B^2-D^2}=0.16$ eV\,nm$^2$ and moves the first closing by only 2\%, to 3.31 nm. The $\Gamma$ gap at 5 nm, however, falls from 145 to 71 meV. The closing thickness is here much less sensitive to $D$ than the size of the gap.

Wall penetration matters more for the closings. A rough $W=4$ eV shifts each by $-0.44$ nm, placing the first three at 2.80, 6.05 and 9.29 nm. A 3 nm film then lies beyond the first closing, and its topological assignment is reversed. The band model is itself doubtful at energies as large as $W$, so this shift is an estimate of sensitivity.

At the second closing the zero modes sit 1.26 nm from the centre. A field of 0.10 MV/cm, or 0.010 V/nm, splits them by $2\times0.010\times1.26$ eV, about 25 meV; diagonalization gives 25.1 meV. This is close to the thermal energy of 25.9 meV at 300 K, but it is not a gap: the two shifted cones nearly meet at $k_\parallel\approx0.036$ nm$^{-1}$, where the film gap is only about 1 meV. The field meant is the one inside the film, after dielectric screening; the field in an adjacent dielectric of lower permittivity must be larger by the ratio of the permittivities. Without a field, the envelope of \eqref{thick}, $(4AM/Bq)e^{-\kappa L}$, falls to the thermal energy near 11 nm. It is a thick-film estimate, not a bound: it gives 118 and 56 meV at 5 and 8 nm, below the tabulated gaps. The gap itself last reaches the thermal energy near 9.1 nm, and its next maximum, 25.4 meV at 11.1 nm, stays just below it.

For a well-ordered film with nearly symmetric surfaces and complex decay constants, a chosen gap thus calls for a thickness between closings, with control finer than $\pi/q$. Steps of one layer, about a third of this spacing here, can change both the size of the gap and the sign of $E_+$. Antimony telluride is also commonly p-type, with the Fermi level in the valence band. Transport then need not show the gap at all unless the carriers are compensated or depleted. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
Inversion energy M = 0.20 eV
Curvature B = 0.20 eV nm^2
Velocity term A = 0.10 eV nm
In-plane A2 = 0.35 eV nm, B2 = 0.50 eV nm^2
Critical A for complex decay = 0.400 eV nm
kappa = 0.2500 1/nm
q = 0.9682 1/nm
Decay length 1/kappa = 4.000 nm
Bulk band edge A q = 96.82 meV
Thick-film energy prefactor = 206.6 meV
Closing 1: L = 3.2446 nm, slope = -110.73 meV/nm
Closing 2: L = 6.4892 nm, slope = 41.09 meV/nm
Closing 3: L = 9.7339 nm, slope = -17.68 meV/nm
Closing 4: L = 12.9785 nm, slope = 7.81 meV/nm
L = 3 nm: E_plus = 30.78 meV, first-order = 31.81 meV,
   Gamma gap = 61.55 meV, film gap = 61.55 meV
L = 4 nm: E_plus = -58.24 meV, first-order = -51.19 meV,
   Gamma gap = 116.47 meV, film gap = 116.47 meV
L = 5 nm: E_plus = -72.28 meV, first-order = -55.13 meV,
   Gamma gap = 144.56 meV, film gap = 144.56 meV
L = 6 nm: E_plus = -22.93 meV, first-order = -20.97 meV,
   Gamma gap = 45.86 meV, film gap = 45.86 meV
L = 7 nm: E_plus = 17.56 meV, first-order = 18.37 meV,
   Gamma gap = 35.11 meV, film gap = 35.11 meV
L = 8 nm: E_plus = 29.53 meV, first-order = 30.47 meV,
   Gamma gap = 59.06 meV, film gap = 59.06 meV
L = 9 nm: E_plus = 14.66 meV, first-order = 14.89 meV,
   Gamma gap = 29.32 meV, film gap = 29.32 meV
L = 10 nm: E_plus = -4.35 meV, first-order = -4.30 meV,
   Gamma gap = 8.69 meV, film gap = 8.69 meV
Correction coefficient at 27.58 nm = -2.438 1/eV
Predicted coefficient -1/(2M) = -2.500 1/eV
Asymmetry D (rough) = -0.12 eV nm^2
With D: crossing energy = -120.0 meV
With D: closings = 3.307, 6.614, 9.922 nm
With D: Gamma gap at 5 nm = 71.25 meV
Wall mass W (rough) = 4.0 eV
Finite wall: closings = 2.805, 6.049, 9.294, 12.539 nm
Finite wall: shift of each closing = -0.440 nm
Perpendicular field = 0.10 MV/cm
Zero-mode offset from centre, closing 2 = 1.258 nm
Field splitting at Gamma, closing 2 = 25.06 meV
Thermal energy at 300 K = 25.85 meV
Gap envelope equals thermal energy at L = 11.09 nm
\end{verbatim}
